# Core Polarization from Restricted Open-Shell Orbitals to First Order

## What goes wrong

The isotropic (Fermi contact) hyperfine coupling is proportional, in the nonrelativistic limit, to the spin density at the nucleus: the density of spin-up electrons minus that of spin-down electrons. Take the nitrogen atom in its quartet state, $1s^22s^22p^3$, and describe it by restricted open-shell Hartree–Fock (ROHF). The closed shells use the same spatial orbital for both spins, so they carry no spin density. The three unpaired electrons occupy $2p$ orbitals, which vanish at the nucleus. The predicted contact coupling is zero.

Yet a closed-shell electron with spin up has exchange with the unpaired electrons, and its spin-down partner does not. The two should not have the same spatial distribution. One might object that the orbitals are already optimized, so that single excitations out of them have no matrix element with the reference. For ROHF that is true of one combination of excitations and false of another.

The algebra below uses atomic units, real orbitals and

$$(pq|rs)=\int\!\!\int \frac{\phi_p(\mathbf r)\phi_q(\mathbf r)\,\phi_r(\mathbf r')\phi_s(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r'.$$

## Simple case: one closed, one open, one virtual orbital

Let $c$ be doubly occupied, $o$ singly occupied with spin up ($\alpha$), and $v$ empty:

$$\Phi_0=a^\dagger_{c\alpha}a^\dagger_{c\beta}a^\dagger_{o\alpha}|0\rangle .$$

There are two spin-conserving excitations from $c$ to $v$,

$$D_\alpha=a^\dagger_{v\alpha}a_{c\alpha}\Phi_0,\qquad D_\beta=a^\dagger_{v\beta}a_{c\beta}\Phi_0 .$$

The matrix element of $H$ between a determinant and its single excitation is the one-electron integral $h_{vc}$, plus a Coulomb integral for every occupied electron, minus an exchange integral for every occupied electron of the same spin. For the electron that is itself excited, the two cancel. Hence

$$\langle D_\alpha|H|\Phi_0\rangle=h_{vc}+(vc|cc)+(vc|oo)-(vo|oc)\equiv F^\alpha_{vc},$$
$$\langle D_\beta|H|\Phi_0\rangle=h_{vc}+(vc|cc)+(vc|oo)\equiv F^\beta_{vc}.$$

They differ by the exchange integral with the open shell, $K_{vc}=(vo|oc)$:

$$F^\beta_{vc}-F^\alpha_{vc}=K_{vc}. \tag{1}$$

Now use the optimization. Replacing $\phi_c$ by $\phi_c+\eta\phi_v$ for one spin $\sigma$ changes the determinant by $\eta D_\sigma$ and the energy by $2\eta F^\sigma_{vc}$; the norm changes at order $\eta^2$. A restricted calculation must make the replacement for both spins together, so stationarity gives one condition,

$$F^\alpha_{vc}+F^\beta_{vc}=0. \tag{2}$$

Solving (1) and (2),

$$F^\alpha_{vc}=-\tfrac12K_{vc},\qquad F^\beta_{vc}=+\tfrac12K_{vc}. \tag{3}$$

This answers the objection. There are two gradients but one shared rotation. The combination $D_\alpha+D_\beta$, which changes the charge density, is decoupled from $\Phi_0$. The combination $D_\alpha-D_\beta$, which changes the spin density, has no counterpart among restricted rotations, so stationarity does not set its coupling to zero; the coupling vanishes only where $K_{vc}$ does, for example by spatial symmetry.

Lithium in a basis of nine $s$ Gaussians shows this in numbers. For the closed–virtual single excitation with the largest ratio of $K_{vc}$ to the orbital-energy gap, $K_{vc}=0.1714$ eV, while $F^\alpha_{vc}=-0.0857$ eV and $F^\beta_{vc}=+0.0857$ eV. The sum vanishes and each term is half of $K_{vc}$ in size.

Limit: if the open orbital is moved far from the closed shell, the product $\phi_o\phi_c$ tends to zero, and so does $K_{vc}$. Both elements in (3) then vanish separately, as for a closed-shell system.

## Generalization to any high-spin open shell

Let there be several closed orbitals $c$, and $2S$ open orbitals $o$, all with spin up, so that $M=S$. "Core" here means every closed shell, including $2s$ in nitrogen. With the usual Coulomb and exchange operators $J$ and $K$,

$$F^\alpha=h+\sum_c(2J_c-K_c)+\sum_o(J_o-K_o),\qquad F^\beta=h+\sum_c(2J_c-K_c)+\sum_oJ_o .$$

Therefore

$$F^\beta-F^\alpha=\sum_oK_o,\qquad K_{vc}\equiv\sum_o(vo|oc).$$

There are three kinds of orbital rotation to consider.

- Closed–virtual: both spins change, so $(F^\alpha+F^\beta)_{vc}=0$, and (3) holds with the summed $K_{vc}$.
- Open–virtual: only a spin-up electron changes, so $F^\alpha_{vo}=0$.
- Closed–open: for spin up both orbitals are filled, and rotating them among themselves leaves the determinant unchanged. Only the spin-down electron in $c$ matters, so $F^\beta_{oc}=0$.

### Choice of zeroth order

A first-order result requires a stated zeroth-order Hamiltonian. Take the spin average $f=\tfrac12(F^\alpha+F^\beta)$, diagonalize it separately within the closed, open and virtual blocks, call its eigenvalues $\varepsilon_p$, and set

$$H_0=\sum_p\varepsilon_p\,(a^\dagger_{p\alpha}a_{p\alpha}+a^\dagger_{p\beta}a_{p\beta}),\qquad V=H-H_0 .$$

Rotations within a block leave the ROHF state unchanged, so this choice is allowed. $H_0$ is diagonal in determinants and does not depend on spin. I assume that $\Phi_0$ is not degenerate under $H_0$ with another determinant of the same $M$.

For any determinant $D\neq\Phi_0$, $\langle D|V|\Phi_0\rangle=\langle D|H|\Phi_0\rangle$, and its first-order amplitude is minus this element divided by the excitation energy of $H_0$. With (3),

$$A(c\alpha\to v\alpha)=+\frac{K_{vc}}{2(\varepsilon_v-\varepsilon_c)},\qquad A(c\beta\to v\beta)=-\frac{K_{vc}}{2(\varepsilon_v-\varepsilon_c)}. \tag{4}$$

### The density

The spin-density operator is

$$\hat m(\mathbf r)=\sum_{pq}\phi_p(\mathbf r)\phi_q(\mathbf r)\,(a^\dagger_{p\alpha}a_{q\alpha}-a^\dagger_{p\beta}a_{q\beta}).$$

With $\Psi_1$ orthogonal to $\Phi_0$, the first-order change of its expectation value is $2\langle\Phi_0|\hat m|\Psi_1\rangle$; the factor 2 comes from the two equal cross terms. Since $\hat m$ moves one electron and conserves its spin, it connects $\Phi_0$ only to spin-conserving single excitations. Those are $c\alpha\to v\alpha$, $c\beta\to v\beta$, $o\alpha\to v\alpha$ and $c\beta\to o\beta$. The last two have matrix elements $F^\alpha_{vo}=0$ and $F^\beta_{oc}=0$. The first two give $\langle\Phi_0|\hat m|D_\alpha\rangle=\phi_c\phi_v$ and $\langle\Phi_0|\hat m|D_\beta\rangle=-\phi_c\phi_v$. So each pair contributes

$$2\left[\frac{K_{vc}}{2(\varepsilon_v-\varepsilon_c)}-\left(-\frac{K_{vc}}{2(\varepsilon_v-\varepsilon_c)}\right)\right]\phi_c\phi_v=\frac{2K_{vc}}{\varepsilon_v-\varepsilon_c}\,\phi_c\phi_v .$$

The spin density through first order in $V$ is

$$\boxed{\;\rho_s(\mathbf r)=\sum_o\phi_o^2(\mathbf r)+2\sum_{cv}\frac{K_{vc}}{\varepsilon_v-\varepsilon_c}\,\phi_c(\mathbf r)\phi_v(\mathbf r)\;} \tag{5}$$

For the charge density, the minus sign in $\hat m$ becomes a plus, and the two amplitudes in (4) cancel. The charge density does not change at this order.

Reversing the sign of $\phi_v$ reverses both $K_{vc}$ and $\phi_c\phi_v$, so (5) does not depend on orbital phases, as it must not. With no open shell, $K_{vc}=0$ and the spin density vanishes.

Equation (5) was tested against its definition. The many-electron matrix of $H_0+\lambda V$ was diagonalized at small $\pm\lambda$, and the slope of the whole spin-density matrix was taken. Relative to the largest element of the formula, the worst deviation is about $2\times10^{-6}$ for lithium, where closed, open and virtual orbitals share one symmetry, and $3\times10^{-9}$ for nitrogen in a small basis with three open orbitals.

## Is the polarized state still a doublet?

The difference $D_\alpha-D_\beta$ looks suspicious, because it is not a spin eigenfunction when an open shell is present. Return to one open orbital and write $|\sigma_c\sigma_o\sigma_v\rangle=a^\dagger_{c\sigma_c}a^\dagger_{o\sigma_o}a^\dagger_{v\sigma_v}|0\rangle$. Reordering the operators gives

$$D_\alpha=|\beta\alpha\alpha\rangle,\qquad D_\beta=-|\alpha\alpha\beta\rangle .$$

With $k=K_{vc}/(\varepsilon_v-\varepsilon_c)$, the singles part of $\Psi_1$ is

$$\tfrac k2D_\alpha-\tfrac k2D_\beta=\tfrac k2\big(|\beta\alpha\alpha\rangle+|\alpha\alpha\beta\rangle\big).$$

Use $S^2=S_-S_++M(M+1)$ with $M=\tfrac12$. On the normalized function, $S_+$ gives $(2/\sqrt2)\,|\alpha\alpha\alpha\rangle$, whose squared norm is 2. Hence $\langle S^2\rangle=2+\tfrac34=\tfrac{11}4$, where a doublet requires $\tfrac34$.

The missing piece is a double excitation with the same orbital occupation, in which the open-shell spin flips:

$$G=a^\dagger_{v\alpha}a_{c\beta}\,a^\dagger_{o\beta}a_{o\alpha}\Phi_0=-|\alpha\beta\alpha\rangle .$$

The Hamiltonian reaches it through the term $(vo|oc)\,a^\dagger_{v\alpha}a^\dagger_{o\beta}a_{c\beta}a_{o\alpha}$. Exchanging the neighbouring operators $a_{c\beta}$ and $a^\dagger_{o\beta}$ in the definition of $G$ costs a sign, so $\langle G|H|\Phi_0\rangle=-(vo|oc)$. Its excitation energy under $H_0$ is again $\varepsilon_v-\varepsilon_c$, because $H_0$ ignores spin. The amplitude is $+k$, and the three determinants together give

$$\tfrac k2|\beta\alpha\alpha\rangle+\tfrac k2|\alpha\alpha\beta\rangle-k|\alpha\beta\alpha\rangle .$$

The coefficients add to zero, so $S_+$ annihilates the function and it is a pure doublet. $G$ differs from $\Phi_0$ by two electrons, so $\hat m$ does not connect them, and (5) is unchanged. The numerical amplitudes pass the tests of these sizes, and $\langle S^2\rangle$ comes out as 2.750 without the spin flip and 0.750 with it.

For general $S$ the same conclusion follows from symmetry: $H_0$ and $V$ commute with the total spin and $\Phi_0$ is a spin eigenfunction, so $\Psi_1$ has the same spin. Equation (5) is therefore the first-order density of a spin-pure state, although only its singles enter.

## What the formula fixes, and what it does not

**No net spin.** Since $\phi_c$ and $\phi_v$ are orthogonal, the polarization term integrates to zero. It separates spin up from spin down in space.

**Direction of the pull.** By (5), the closed-shell spin-up density matrix minus the spin-down one has elements $K_{vc}/(\varepsilon_v-\varepsilon_c)$ in the positions $cv$ and $vc$. Its trace with $\sum_oK_o$ is

$$2\sum_{cv}\frac{K_{vc}^2}{\varepsilon_v-\varepsilon_c}\ \ge 0\qquad(\varepsilon_v>\varepsilon_c). \tag{6}$$

Closed-shell electrons with spin up therefore shift so as to increase their exchange with the open shell, relative to those with spin down. This is the precise sense in which like spins are drawn toward the unpaired electrons.

**Sign at the nucleus.** Equation (6) involves squares; the contact density involves $K_{vc}\phi_c(0)\phi_v(0)$, which may have either sign. Each case has to be computed.

**Small gaps.** If some $\varepsilon_v-\varepsilon_c$ is not large compared with $|K_{vc}|$, the amplitudes in (4) are not small, and truncating at first order is not justified.

## Lithium: a contact density with a direct term

For the excitation quoted above, $\varepsilon_v-\varepsilon_c=90.29$ eV, so

$$\frac{K_{vc}}{\varepsilon_v-\varepsilon_c}=\frac{0.1714}{90.29}=0.001898 .$$

With $\phi_c(0)\phi_v(0)=14.71$ Å⁻³, its contribution at the nucleus is $2\times0.001898\times14.71=0.0558$ Å⁻³. A small amplitude matters because both orbitals are large there. All virtual orbitals together give 0.230 Å⁻³, to be added to 0.979 Å⁻³ from the open orbital:

$$0.979+0.230=1.209\ \text{Å}^{-3}.$$

Full configuration interaction in the same basis gives 1.308 Å⁻³, so first order recovers $0.230/0.329$, or 70%, of the correction to ROHF. Unrestricted Hartree–Fock (UHF), which optimizes the orbitals of each spin separately, gives 1.320 Å⁻³. These values belong to this basis alone. Its tightest exponent is about 200, too small for the density at the nucleus: with 18 $s$ Gaussians the open-orbital, first-order, full configuration interaction and UHF values rise by about 14%, to 1.116, 0.262, 1.491 and 1.505 Å⁻³, while the fraction stays at 70%. A basis of $s$ functions also omits angular correlation. Adding four sets of $p$ functions to a basis of 13 $s$ Gaussians raises the full configuration interaction value from 1.473 to 1.523 Å⁻³ and lowers the fraction to 62%.

## Nitrogen: nothing but polarization

The basis now has 16 $s$ and 8 sets of $p$ Gaussians. The half-filled $2p$ shell makes $\sum_oK_o$ rotationally invariant, so it couples $s$ orbitals to $s$ orbitals only, and the induced spin density is spherical. The contributions of (5) at the nucleus are

- $1s\to$ virtuals: $-3.000$ Å⁻³
- $2s\to$ virtuals: $+2.517$ Å⁻³
- sum: $-0.484$ Å⁻³, or $-0.0717$ atomic units.

A second, larger basis gives $-0.486$ Å⁻³. The individual contact densities for nitrogen are converged only to about 0.01 Å⁻³. With 22 $s$ and 10 sets of $p$ Gaussians the two shell terms are $-3.013$ and $+2.528$ Å⁻³, and the values $+1.019$ and $+1.251$ Å⁻³ quoted below become $+1.026$ and $+1.259$ Å⁻³.

### Shell contributions need a convention

If the closed orbitals of each spin are instead taken as eigenfunctions of $f\mp\tfrac12\sum_oK_o$ (upper sign for spin up) in the closed and virtual space, $1s$ and $2s$ also mix with each other. First-order perturbation of the orbitals adds to the entry of shell $c$

$$\frac{2K_{cc'}}{\varepsilon_{c'}-\varepsilon_c}\,\phi_c\phi_{c'} .$$

Interchanging $c$ and $c'$ reverses the sign, so the total is unaffected. Here the term is $-1.830$ Å⁻³ for $1s$ and $+1.830$ Å⁻³ for $2s$. The entries become $-4.830$ and $+4.346$ Å⁻³, with the same sum. In both conventions the two shells oppose each other, and the total is a small remainder.

### Shape of the induced density

The first-order density is negative at the nucleus, changes sign near 0.13 Å, is positive out to about 0.79 Å, and is negative from there to at least 3 Å, the largest radius at which sign changes were listed. The positive region contains the radial maximum of the open shell near 0.52 Å, in keeping with the pull in (6), which amounts to 0.244 eV. At that maximum the induced density is 0.029 Å⁻³ against 1.07 Å⁻³ from the open shell. In all, 0.038 electron spins are displaced, and the net spin is zero to numerical accuracy.

### With this $H_0$, first order and UHF have opposite signs

UHF in the same basis gives $+1.251$ Å⁻³ (0.185 atomic units), opposite in sign to the first-order value. Equation (5) is still the correct first-order term; the question is what the higher orders contain.

One candidate is feedback. Exchange acts between like spins, so once the closed shells are polarized, their own spin density adds to the difference between $F^\alpha$ and $F^\beta$. Let $m$ be the induced spin-density matrix and $P_o$ that of the open shell. The spin-up density matrix changes by $+m/2$ and the spin-down one by $-m/2$. The total is unchanged, so $F^\alpha+F^\beta$ is unchanged, while the difference becomes

$$F^\beta-F^\alpha=K[P_o+m],$$

where $K[P]$ is the exchange operator built from the density matrix $P$. Repeating the step from (3) to (5), with the same energy denominators, gives a linear self-consistent equation:

$$m_{cv}=\frac{K[P_o+m]_{vc}}{\varepsilon_v-\varepsilon_c}. \tag{7}$$

Dropping $m$ on the right restores (5). Keeping it adds terms of second and higher order in $V$. The solution of (7) has a contact density of $+1.019$ Å⁻³. Feedback therefore contributes $1.019+0.484=1.503$ Å⁻³, out of a difference of $1.251+0.484=1.735$ Å⁻³ between UHF and first order. It accounts for 87% of that difference and by itself reverses the sign.

The remaining 0.232 Å⁻³ comes from what UHF includes and (7) omits, such as spin-dependent orbital energies, relaxation of the $2p$ orbitals and nonlinear terms; the calculation does not separate them. UHF itself leaves out electron correlation and is not a spin eigenfunction in general, so its value is a comparison within mean-field theory.

The two atoms, with these bases and this $H_0$, show (5) behaving in two different ways as a number. In lithium the first-order term has the sign of the full correction and most of its size. In nitrogen it is a remainder of 0.48 Å⁻³ between shell terms of 3.00 and 2.52 Å⁻³, and a moderate change in either term can reverse it. There (5) identifies the mechanism and its driving integral, but not even the sign of the UHF value, which with this $H_0$ is recovered by the feedback in (7). The first-order sign itself depends on the choice of $H_0$: orbital energies taken from $f+\sum_oK_o$ in the closed block and $f-\sum_oK_o$ in the virtual block, an equally spin-independent choice, give $+0.69$ Å⁻³ at first order in the same basis. No correlated reference was computed for nitrogen in this basis, so how close (7) or UHF comes to the exact contact density is not established here.

## Numbers as computed

```
LITHIUM, 9 s Gaussians
largest excitation: K_vc = 0.17137 eV
  F_alpha(vc) = -0.08568 eV
  F_beta(vc) = 0.08568 eV
  e_v - e_c = 90.2871 eV
  K_vc/(e_v-e_c) = 0.001898
  phi_c*phi_v at nucleus = 14.7089 A^-3
  its spin density = 0.05584 A^-3
contact, open orbital = 0.97903 A^-3
contact, first-order term = 0.22980 A^-3
contact, ROHF + first order = 1.20884 A^-3
contact, UHF = 1.32040 A^-3
contact, full CI same basis = 1.30780 A^-3
slope test, relative error = 2.3e-06
<S^2> of singles alone = 2.75000
<S^2> with spin flips = 0.75000
NITROGEN, 16 s and 8 p Gaussians
ROHF energy = -1480.3033 eV
e(1s), e(2s), e(2p) = -425.292, -25.726, -4.908 eV
largest vanishing Fock element = 8.7e-07 eV
largest |F_alpha(vc)| = 0.8797 eV
contact, open orbitals = 4.0e-24 A^-3
1s to virtuals = -3.00030 A^-3
2s to virtuals = 2.51669 A^-3
1s-2s mixing, 1s entry = -1.82975 A^-3
canonical 1s = -4.83005 A^-3
canonical 2s = 4.34644 A^-3
first-order contact = -0.48360 A^-3
first-order contact = -0.071663 a.u.
linear coupled contact = 1.01948 A^-3
UHF contact = 1.25104 A^-3
UHF contact = 0.185385 a.u.
first order, second basis = -0.48604 A^-3
exchange pull 2 sum K^2/(e_v-e_c) = 0.24406 eV
net first-order spin = 1.7e-13 electrons
displaced spin = 0.03761 electrons
sign changes below 3 A: 0.127, 0.786 A
open-shell radial maximum = 0.5200 A
  first-order density there = 0.02869 A^-3
  open-shell density there = 1.07061 A^-3
first-order density at 0.05 A = -0.11980 A^-3
first-order density at 0.10 A = -0.02001 A^-3
first-order density at 0.20 A = 0.02932 A^-3
first-order density at 0.50 A = 0.03217 A^-3
first-order density at 1.00 A = -0.00347 A^-3
small-basis N slope test, relative error = 2.7e-09
1 a.u. of density = 6.74833 A^-3
```
